# Spin-transfer torque on a ferromagnetic insulator that reflects every electron

An electron in a metal strikes a ferromagnetic insulator head-on. Its barrier is 0.70 eV above the Fermi energy for spin up and 1.30 eV for spin down, and the insulator is so thick that the reflection probability is 1 for both spins. Yet an electron whose spin was perpendicular to the magnetization comes back with its spin turned by 13.0°. No charge has passed, but angular momentum has been left behind.

The inference "no transmission, therefore no torque" fails because charge and transverse spin depend on different combinations of the reflection amplitudes. Charge reflection depends on $|r_u|^2$ and $|r_d|^2$, transverse spin on $r_u^*r_d$, which contains their relative phase.

## The counter-example: one electron

Let $\mathbf m$ be the unit vector along the spin angular momentum of a spin-up electron, up being the spin with the lower barrier. The metal fills $z<0$, the insulator $z>0$. The interface is flat, scattering is elastic, spin-orbit coupling is absent, and the electron mass $m_e$ is the same on both sides. The barriers $V_u<V_d$ are measured from the bottom of the metal band.

The wave number $q$ parallel to the interface is conserved. With normal wave number $k$ in the metal and decay constant $\kappa_s$ in the insulator,

$$\frac{\hbar^2(k^2+q^2)}{2m_e}=V_s+\frac{\hbar^2(q^2-\kappa_s^2)}{2m_e}
\quad\Rightarrow\quad \kappa_s^2=\frac{2m_eV_s}{\hbar^2}-k^2 .$$

The wave is $e^{ikz}+r_se^{-ikz}$ in the metal and $t_se^{-\kappa_sz}$ in the insulator. Continuity of the wave and of its slope requires

$$1+r_s=t_s,\qquad ik(1-r_s)=-\kappa_st_s .$$

Inserting the first equation into the second gives $r_s(\kappa_s-ik)=-(\kappa_s+ik)$, hence

$$r_s=\frac{k-i\kappa_s}{k+i\kappa_s}=e^{i\phi_s},\qquad \phi_s=-2\arctan\frac{\kappa_s}{k},\qquad t_s=\frac{2k}{k+i\kappa_s}.$$

Numerator and denominator are complex conjugates, so $|r_s|=1$.

For a Fermi energy of 5.00 eV and $2m_e/\hbar^2=26.247$ eV⁻¹ nm⁻², an electron at normal incidence has

$$k=\sqrt{26.247\times5.00}=11.456\ \text{nm}^{-1},$$
$$\kappa_u=\sqrt{26.247\times0.70}=4.286\ \text{nm}^{-1},\qquad \kappa_d=\sqrt{26.247\times1.30}=5.841\ \text{nm}^{-1}.$$

The phases are $\phi_u=-41.0°$ and $\phi_d=-54.0°$, so $\Delta=\phi_u-\phi_d=13.0°$. The spin-up wave reaches deeper into the insulator and returns with a different phase.

Take $\mathbf m$ as the spin $z$ axis and let the incoming spinor be $(a,b)$. Its transverse spin, in units of $\hbar/2$, is $s_+=s_x+is_y=2a^*b$. The reflected spinor is $(r_ua,r_db)$, so

$$s_+^{\rm out}=2r_u^*r_d\,a^*b=e^{-i\Delta}s_+ ,\qquad s_z^{\rm out}=|r_u|^2|a|^2-|r_d|^2|b|^2=s_z .$$

The spin keeps its length and turns by $-\Delta$ about $\mathbf m$. If it arrives along $x$, it leaves along $(\cos\Delta,-\sin\Delta,0)$. The magnet receives the difference,

$$\frac{\hbar}{2}(1-\cos\Delta,\ \sin\Delta,\ 0)=\frac{\hbar}{2}(0.0257,\ 0.2251,\ 0).$$

## Where the torque acts

The barrier can be written $V=\bar V-\tfrac12J\,\mathbf m\cdot\boldsymbol\sigma$, with $J=V_d-V_u=0.60$ eV. The commutators of the Pauli matrices give the precession $d\langle\boldsymbol\sigma\rangle/dt=-(J/\hbar)\,\mathbf m\times\langle\boldsymbol\sigma\rangle$. The electron's angular momentum is $\hbar\boldsymbol\sigma/2$ and the magnet receives the opposite torque, so for an incoming wave of unit amplitude

$$\mathbf T=\frac J2\int_0^\infty \mathbf m\times\langle\boldsymbol\sigma(z)\rangle\,dz .$$

In complex notation $\mathbf m\times$ is multiplication by $i$, and the spin density in the tail is $t_u^*t_d\,s_+e^{-(\kappa_u+\kappa_d)z}$. With $J=\hbar^2(\kappa_d^2-\kappa_u^2)/2m_e$ and $\delta=\kappa_d-\kappa_u$,

$$T_+=\frac{iJ}{2}\,\frac{4k^2s_+}{(k-i\kappa_u)(k+i\kappa_d)(\kappa_u+\kappa_d)}
=\frac{\hbar}{2}\,\frac{\hbar k}{m_e}\,\frac{2ik\delta}{(k-i\kappa_u)(k+i\kappa_d)}\,s_+ .$$

The last fraction equals $1-r_u^*r_d$, because

$$(k-i\kappa_u)(k+i\kappa_d)-(k+i\kappa_u)(k-i\kappa_d)=2ik\delta .$$

Thus $T_+$ is the incoming velocity times the spin lost per electron. The torque is exchange precession in the evanescent tail, whose spin-up density falls by a factor $e$ in $1/(2\kappa_u)\approx0.12$ nm. Penetration is enough; transmission is not needed.

## The general statement and its proof

Let the metal carry a static spin accumulation $\boldsymbol\mu$. Its length is the difference between the chemical potentials of electrons with spin along and against its direction. Here it describes the electrons travelling toward the interface, assumed isotropic. Let each transverse mode be reflected into itself with $|r_u|=|r_d|=1$. To first order in $\mu$, the torque per area on the insulator is

$$\boldsymbol\tau=\frac1{4\pi}\left[g_r\,\mathbf m\times(\boldsymbol\mu\times\mathbf m)+g_i\,\boldsymbol\mu\times\mathbf m\right],\qquad
g=g_r+ig_i=\frac1A\sum_{\rm modes}(1-r_ur_d^*),$$

where $A$ is the interface area and $g$ the spin-mixing conductance per area in units of $e^2/h$. For transverse $\boldsymbol\mu\neq0$ the torque vanishes only if the two phases agree, modulo $2\pi$, in every mode.

**Proof.** One mode removes the fraction $1-e^{-i\Delta}=(1-r_ur_d^*)^*$ of $s_+$. Writing $1-r_ur_d^*=\gamma_r+i\gamma_i$ gives

$$\gamma_r=1-\cos\Delta,\qquad \gamma_i=-\sin\Delta,$$

and the lost spin is $(\gamma_r-i\gamma_i)s_+$. Multiplication by $-i$ turns a transverse vector by $-90°$ about $\mathbf m$, which is the operation $\mathbf s\times\mathbf m$. The lost spin is therefore $\gamma_r\,\mathbf m\times(\mathbf s\times\mathbf m)+\gamma_i\,\mathbf s\times\mathbf m$.

States with spin along $\boldsymbol\mu$ are filled to $E_F+\mu/2$, those with opposite spin to $E_F-\mu/2$. Below the lower limit both are filled and their contributions cancel. The window of width $\mu$ remains. In one mode, electrons arrive at the rate

$$v\,\frac{dk}{2\pi}=v\,\frac{dE}{2\pi\hbar v}=\frac{dE}{h}$$

for an energy interval $dE$, hence at the rate $\mu/h$ for the window. Each delivers $\hbar/2$ times its lost spin, and $(\hbar/2)(\mu/h)=\mu/4\pi$. Summing over modes gives the stated torque.

Its magnitude for transverse $\boldsymbol\mu$ is $\mu|g|/4\pi$. Every term $1-\cos\Delta$ in $g_r$ is non-negative, so $g=0$ requires $\cos\Delta=1$ in every mode. Contributions to $g_i$ may cancel between modes, but those to $g_r$ cannot. ∎

If $\boldsymbol\mu$ is parallel to $\mathbf m$, both vector products vanish and there is no torque. At the other extreme, $\Delta=\pi$ reverses a transverse spin and gives $\gamma_r=2$, the largest possible value per mode. The step model approaches this at normal incidence when $\kappa_u\to0$ and $\kappa_d\to\infty$, since then $r_u\to1$ and $r_d\to-1$.

## All modes of the example

The number of modes per area is $\int d^2q/(2\pi)^2$. Since $q^2=k_F^2-k^2$, we have $q\,dq=-k\,dk$, and

$$g=\frac1{2\pi}\int_0^{k_F}k\,(1-r_ur_d^*)\,dk .$$

Without the bracket the integral is the Sharvin value $g_{\rm Sh}=k_F^2/4\pi=10.44$ nm⁻² per spin. Multiplying out the amplitudes found above gives

$$1-r_ur_d^*=\frac{2k^2\delta^2-2ik\delta(k^2+\kappa_u\kappa_d)}{(k^2+\kappa_u^2)(k^2+\kappa_d^2)} .$$

Gauss-Legendre integration yields

$$g_r=0.0607\ \text{nm}^{-2},\qquad g_i=-0.976\ \text{nm}^{-2}.$$

Multiplied by $e^2/h$, these are $2.35\times10^8$ and $-3.78\times10^9$ S/cm². Relative to $g_{\rm Sh}$ they are 0.0058 and −0.094, smaller in magnitude than the normal-incidence values 0.0257 and −0.225. The reason is that $d\Delta/dk=2(1/\kappa_u-1/\kappa_d)>0$: the rotation grows from zero at grazing incidence to 13.0° at normal incidence.

For a transverse accumulation of 0.10 meV, the component along $\boldsymbol\mu$, called damping-like, is

$$\frac{0.0607\times10^{-4}}{4\pi}=4.83\times10^{-7}\ \text{eV/nm}^2=7.7\times10^{-8}\ \text{J/m}^2 .$$

The field-like component, along $\mathbf m\times\boldsymbol\mu$ because $g_i<0$, is $7.77\times10^{-6}$ eV/nm², or $1.24\times10^{-6}$ J/m². Expressed as spin currents $(2e/\hbar)\tau$, the two are $2.4\times10^4$ and $3.8\times10^5$ A/cm², while the charge current is zero.

The field-like part dominates because the rotations are small. For weak splitting, $2\kappa\delta\approx2m_eJ/\hbar^2$, so $\delta\propto J$. The formula above then gives $g_i\propto J$ and $g_r\propto J^2$. The expansion is derived for $J$ small compared with the barrier height above the Fermi energy. In the example $J$ is not small in this sense, yet at fixed mean barrier both power laws still hold to about 1%.

## Which accumulation is meant

The reflected electrons carry a turned spin, so the accumulation in the metal beside the interface differs from that of the incoming electrons. Let $a$ be the average of $e^{i\Delta}$ over the incoming flux, so that $g=g_{\rm Sh}(1-a)$. Suppose the reflected electrons are redistributed evenly over the outgoing directions, all carrying this average spin. The local accumulation is then half the sum of the two:

$$\mu_+^{\rm loc}=\tfrac12(1+a^*)\mu_+ .$$

The same torque, referred to $\boldsymbol\mu^{\rm loc}$, has the coefficient

$$\tilde g=\frac{2g}{1+a}=\frac{g}{1-g/2g_{\rm Sh}},\qquad
\tilde g_r=2g_{\rm Sh}\frac{1-|a|^2}{|1+a|^2}.$$

The last form follows from ${\rm Re}[(1-a)(1+a^*)]=1-|a|^2$. The example gives $\tilde g_r=0.015$ nm⁻² and $\tilde g_i=-0.980$ nm⁻². The total torque coefficient hardly changes, but its damping-like part falls to a quarter. The size of this reduction depends on the assumed redistribution. If each electron instead keeps its own direction and rotation, grazing electrons count more in the density than in the flux. Interference with the incoming wave aside, $\tilde g_r$ is then 0.029 nm⁻², about half of $g_r$.

If all modes turned the spin by one angle other than 180°, $|a|$ would be 1 and $\tilde g_r$ zero: the difference of two transverse vectors of equal length is perpendicular to their sum. With the redistribution assumed above, the damping-like torque referred to the local accumulation measures the spread of rotation angles. Here $|a|=0.9986$. For small angles $1-|a|^2$ is the variance of $\Delta$: the flux-weighted standard deviation is 3.1° about a mean of 5.4°. The variance is about a quarter of the mean square angle, which is the factor by which $g_r$ fell. A quoted $g_r$ therefore needs a statement of which accumulation it multiplies.

## Limits of the model and real contacts

The parameters lie in the rough regime of europium oxide on a simple metal: a gap of about 1 eV, a conduction-band splitting of about half an eV, and ferromagnetism below roughly 70 K. The match is loose: with such a gap, these barriers would place the Fermi level within a few tenths of an eV of the filled 4f levels, which the one-band step omits, so the estimates below hold for the model and not for the oxide. At 10 K, $kT=0.86$ meV, and the Boltzmann factor for the lower barrier is about $10^{-353}$. Raising the Fermi energy by $kT$ at fixed barriers changes $g_r$ by 0.08%. For a 3 nm film with the same metal behind it, the rectangular-barrier transmission

$$T_s=\left[1+\frac{(k^2+\kappa_s^2)^2\sinh^2(\kappa_sd)}{4k^2\kappa_s^2}\right]^{-1},$$

with $d$ the film thickness, summed over modes and both spins, is $2.4\times10^{-11}$ of $g_r$. Total reflection is thus an excellent approximation within this model.

The barrier's shape and mass matter far more. A finite-difference solution with half the electron mass in the insulator, and continuous $\psi'/m$, gives $g_r=0.037$ and $g_i=-0.63$ nm⁻². With the original mass and an image-force lowering $e^2/[16\pi\epsilon_0\epsilon_r(z+z_0)]$, taking $\epsilon_r=5$ and $z_0=0.1$ nm, it gives 0.087 and −1.16 nm⁻². That lowering reaches 0.72 eV at the interface, as much as the lower barrier itself, so the classical law serves there as a measure of sensitivity, not as a correction.

Real interfaces also have roughness, spin-orbit coupling and localized magnetic orbitals. For yttrium iron garnet on platinum, values of $g_r$ inferred from experiment are roughly 1 to 10 nm⁻², far above the model's 0.06. Direct exchange with localized moments at the surface, absent from a smooth step, is a plausible reason, but this calculation does not establish it. The model shows that a torque exists without charge transmission; it does not predict the torque of a particular contact.
